# Fleury-Loudon Raman operator from the half-filled Hubbard model

## Result and conventions

Consider the half-filled one-band Hubbard model on a square lattice with spacing 1, nearest-neighbour hopping $t$ and on-site repulsion $U$. The photon energies are $w_{\rm in}$ and $w_{\rm out}$, and the polarizations $\mathbf e_{\rm in}$, $\mathbf e_{\rm out}$ are real unit vectors in the plane. At order $t^2$, the process that first absorbs and then emits a photon acts on the spins as

$$R=\frac{4t^2}{U-w_{\rm in}}\sum_{\langle ij\rangle}(\mathbf e_{\rm in}\cdot\boldsymbol\delta_{ij})(\mathbf e_{\rm out}\cdot\boldsymbol\delta_{ij})\left(\mathbf S_i\cdot\mathbf S_j-\tfrac14\right),\qquad \boldsymbol\delta_{ij}=\mathbf r_i-\mathbf r_j. \tag{1}$$

Each bond is counted once, and spins are in units of $\hbar$. This is the Fleury-Loudon operator.

The prefactor in (1) belongs to the resonant process alone. The other processes of order $t^2$ have the same bond operator and change the prefactor to

$$C=\frac{8t^2w^2}{U(U^2-w^2)},\qquad w\simeq w_{\rm in}\simeq w_{\rm out}. \tag{2}$$

With either prefactor, the A1g operator commutes with uniform nearest-neighbour exchange and the B1g operator does not.

The expansion requires $t\ll U$ and $t\ll|U-w_{\rm in}|$. Half filling is also required: with mobile holes, the light couples to hopping within the space without doubly occupied sites already at first order in $t$.

## Coupling to light

Let $\mathbf A$ be the vector potential multiplied by charge and lattice spacing and divided by $\hbar$, so that $\mathbf A\cdot\boldsymbol\delta$ is a dimensionless phase. It is taken as uniform, because optical wavelengths greatly exceed the spacing. With $K_{ij}=\sum_\sigma c^\dagger_{i\sigma}c_{j\sigma}$,

$$H=-t\sum_{\langle ij\rangle}\left(e^{i\mathbf A\cdot\boldsymbol\delta_{ij}}K_{ij}+e^{-i\mathbf A\cdot\boldsymbol\delta_{ij}}K_{ji}\right)+U\sum_i n_{i\uparrow}n_{i\downarrow}.$$

The term linear in $\mathbf A$ gives the one-photon vertex

$$V(\mathbf e)=-it\sum_{\langle ij\rangle}(\mathbf e\cdot\boldsymbol\delta_{ij})(K_{ij}-K_{ji}).$$

The quadratic term is $-t\,(i^2/2)(\mathbf A\cdot\boldsymbol\delta)^2(K_{ij}+K_{ji})$, which has a positive sign. The square contains the product of the incoming and outgoing fields twice, and this cancels the factor $1/2$. The two-photon vertex is therefore

$$W=t\sum_{\langle ij\rangle}a_{ij}(K_{ij}+K_{ji}),\qquad a_{ij}=(\mathbf e_{\rm in}\cdot\boldsymbol\delta_{ij})(\mathbf e_{\rm out}\cdot\boldsymbol\delta_{ij}).$$

The phase amplitudes of the two photon modes are factored out. All scattering amplitudes below are per unit product of these two dimensionless amplitudes, and so have the unit of energy.

## Two hops on a bond

Let $P$ project onto states with one electron on every site. A hop from such a state makes one doubly occupied and one empty site, at energy cost $U$. A second hop restores single occupancy only if an electron returns from the doubly occupied site to the empty one. Both hops therefore use the same bond, in opposite directions, and $PK_{ij}K_{ij}P=0$.

The surviving products follow from the bond singlet

$$|s\rangle=\frac{1}{\sqrt2}\left(c^\dagger_{i\uparrow}c^\dagger_{j\downarrow}-c^\dagger_{i\downarrow}c^\dagger_{j\uparrow}\right)|0\rangle .$$

Moving the electron from $i$ to $j$ gives

$$K_{ji}c^\dagger_{i\uparrow}c^\dagger_{j\downarrow}|0\rangle=c^\dagger_{j\uparrow}c^\dagger_{j\downarrow}|0\rangle,\qquad
K_{ji}c^\dagger_{i\downarrow}c^\dagger_{j\uparrow}|0\rangle=-c^\dagger_{j\uparrow}c^\dagger_{j\downarrow}|0\rangle .$$

The two contributions add in the singlet, so $K_{ji}|s\rangle=\sqrt2\,c^\dagger_{j\uparrow}c^\dagger_{j\downarrow}|0\rangle$. They cancel in the triplet with $S^z=0$, and the Pauli principle blocks the hop in the other two triplets. For the return hop,

$$K_{ij}c^\dagger_{j\uparrow}c^\dagger_{j\downarrow}|0\rangle
=\left(c^\dagger_{i\uparrow}c^\dagger_{j\downarrow}-c^\dagger_{i\downarrow}c^\dagger_{j\uparrow}\right)|0\rangle=\sqrt2\,|s\rangle .$$

Hence $K_{ij}K_{ji}$ equals 2 on the singlet and 0 on the triplets. Since $\mathbf S_i\cdot\mathbf S_j$ is $-3/4$ on the singlet and $1/4$ on the triplets, the singlet projector is $1/4-\mathbf S_i\cdot\mathbf S_j$, and

$$PK_{ij}K_{ji}P=PK_{ji}K_{ij}P=2\left(\tfrac14-\mathbf S_i\cdot\mathbf S_j\right). \tag{3}$$

Without light, write $H_t$ for the hopping term. Second-order perturbation theory with energy denominator $-U$ gives

$$-\frac{1}{U}PH_t^2P=-\frac{t^2}{U}\sum_{\langle ij\rangle}P(K_{ij}K_{ji}+K_{ji}K_{ij})P
=J\sum_{\langle ij\rangle}\left(\mathbf S_i\cdot\mathbf S_j-\tfrac14\right),\quad J=\frac{4t^2}{U}.$$

This is the exchange Hamiltonian $H_J$.

## The resonant term

After absorption the photon energy $w_{\rm in}$ has been spent and the electrons have energy $U$. The denominator, initial minus intermediate energy, is $w_{\rm in}-U$. Using the same-bond rule,

$$PV_{\rm out}V_{\rm in}P=(-it)^2\sum_{\langle ij\rangle}a_{ij}P(K_{ij}-K_{ji})^2P
=t^2\sum_{\langle ij\rangle}a_{ij}P(K_{ij}K_{ji}+K_{ji}K_{ij})P .$$

The minus sign from $(-i)^2$ cancels the minus sign of the cross terms in the square. Equation (3) turns the right side into $4t^2\sum a_{ij}(1/4-\mathbf S_i\cdot\mathbf S_j)$. Dividing by $w_{\rm in}-U=-(U-w_{\rm in})$ reverses the sign of the bracket and gives (1), with

$$C_{\rm res}=\frac{4t^2}{U-w_{\rm in}} .$$

## The other terms of the same order

Three further processes contribute. Each coefficient below multiplies $\sum a_{ij}(\mathbf S_i\cdot\mathbf S_j-1/4)$.

- Emission before absorption: both photons are present in the intermediate state, so the denominator is $-(U+w_{\rm out})$. The numerator is unchanged, and the coefficient is $+4t^2/(U+w_{\rm out})$.
- $H_t$ followed by $W$: the product of vertices carries $t(-t)=-t^2$, opposite to the numerator above, and the denominator is $-U$. The coefficient is $-4t^2/U$.
- $W$ followed by $H_t$: the incoming photon has already been replaced by the outgoing one, so the denominator is $-(U-w_{\rm in}+w_{\rm out})$. The coefficient is $-4t^2/(U-w_{\rm in}+w_{\rm out})$.

The first-order term $PWP$ vanishes, because one hop cannot preserve single occupancy. The sum is

$$C=4t^2\left[\frac1{U-w_{\rm in}}+\frac1{U+w_{\rm out}}-\frac1U-\frac1{U-w_{\rm in}+w_{\rm out}}\right].$$

To combine the fractions, pair the first with the third and the second with the fourth:

$$\frac1{U-w_{\rm in}}-\frac1U=\frac{w_{\rm in}}{U(U-w_{\rm in})},$$

$$\frac1{U+w_{\rm out}}-\frac1{U-w_{\rm in}+w_{\rm out}}=-\frac{w_{\rm in}}{(U+w_{\rm out})(U-w_{\rm in}+w_{\rm out})}.$$

Over the common denominator, the numerator is $w_{\rm in}$ times

$$(U+w_{\rm out})(U-w_{\rm in}+w_{\rm out})-U(U-w_{\rm in})=w_{\rm out}(2U-w_{\rm in}+w_{\rm out}).$$

Therefore

$$C=\frac{4t^2\,w_{\rm in}w_{\rm out}(2U-w_{\rm in}+w_{\rm out})}{U(U-w_{\rm in})(U+w_{\rm out})(U-w_{\rm in}+w_{\rm out})}. \tag{4}$$

The Raman shift $w_{\rm in}-w_{\rm out}$ is of order $J$, hence already of order $t^2$. For $w\gg J$ it may be dropped from the prefactor at leading order, which gives (2). Keeping it in (4) displays the factor $w_{\rm in}w_{\rm out}$ but does not supply all corrections of the next order.

**Static limit.** The coefficient vanishes when the photon energies go to zero. This is required: on an open cluster a static uniform $\mathbf A$ can be removed by site-dependent electron phases, and it cannot alter the spin Hamiltonian. The resonant term alone tends to $4t^2/U$ and violates this requirement.

**Near resonance.** The ratio of the two prefactors is

$$\frac{C}{C_{\rm res}}=\frac{2w^2}{U(U+w)}, \tag{5}$$

which tends to 1 as $w\to U$. Equation (1) is then a good approximation to the complete second-order result, but the window is limited: by (5) the ratio lies within 10% of 1 only for $0.93U<w<1.07U$. Once $|U-w|$ is comparable with $t$, the doubly occupied and empty sites can move before the second photon event, and a single denominator $U-w$ no longer describes the intermediate states.

## Polarization geometries

Let $X$ and $Y$ be the sums of $\mathbf S_i\cdot\mathbf S_j$ over bonds along $x$ and $y$. Up to additive constants,

$$R_{xx}=CX,\qquad R_{yy}=CY,\qquad R_{xy}=0.$$

The last result holds because a nearest-neighbour bond has no simultaneous $x$ and $y$ components. The symmetry combinations are

$$R_{A1g}=\tfrac12(R_{xx}+R_{yy})=\tfrac C2(X+Y),\qquad
R_{B1g}=\tfrac12(R_{xx}-R_{yy})=\tfrac C2(X-Y).$$

For crossed polarizations along the two diagonals, $a_{ij}=(\delta_x^2-\delta_y^2)/2$, which selects $R_{B1g}$. For parallel polarizations along one diagonal, $a_{ij}=(\delta_x+\delta_y)^2/2=1/2$ on every nearest-neighbour bond, which gives $R_{A1g}$ at this order. Parallel polarizations along $x$ measure $R_{A1g}+R_{B1g}$.

## The two commutators

Since $H_J=J(X+Y)$ up to a constant,

$$[H_J,R_{A1g}]=\tfrac{JC}{2}[X+Y,X+Y]=0,$$

$$[H_J,R_{B1g}]=\tfrac{JC}{2}[X+Y,X-Y]=\tfrac{JC}{2}\left(-[X,Y]+[Y,X]\right)=-JC[X,Y].$$

An $x$ bond and a $y$ bond commute unless they share a site. Let $j$ be the shared corner, $i$ its $x$ neighbour and $k$ its $y$ neighbour. Using $[S_j^a,S_j^b]=i\epsilon_{abc}S_j^c$,

$$[\mathbf S_i\cdot\mathbf S_j,\mathbf S_j\cdot\mathbf S_k]=i\epsilon_{abc}S_i^aS_k^bS_j^c=-i\,\mathbf S_i\cdot(\mathbf S_j\times\mathbf S_k).$$

It follows that

$$[H_J,R_{B1g}]=iJC\sum_{\rm corners}\mathbf S_i\cdot(\mathbf S_j\times\mathbf S_k). \tag{6}$$

The terms in this sum cannot cancel. On an open lattice, different corners involve different sets of three sites. In the trace of a product of two such terms, some site then carries a single spin component, whose trace is zero. For one corner squared, six component choices survive, each with normalized trace $(1/4)^3$. Each corner thus contributes $6/64=3/32$ to the normalized trace of the squared sum, which is positive whenever the lattice has a corner.

The physical consequence follows by taking matrix elements between eigenstates of $H_J$:

$$\langle f|[H_J,R]|g\rangle=(E_f-E_g)\langle f|R|g\rangle .$$

For A1g the left side is zero, so transitions with $E_f\ne E_g$ are absent at order $t^2$. For B1g they are allowed. Equation (6) does not by itself guarantee a transition from the ground state, so an explicit case is needed.

## Explicit B1g transition on a plaquette

Number the sites of an open $2\times2$ plaquette cyclically, with $x$ bonds 12 and 34. Then

$$X+Y=(\mathbf S_1+\mathbf S_3)\cdot(\mathbf S_2+\mathbf S_4),\qquad
X-Y=(\mathbf S_1-\mathbf S_3)\cdot(\mathbf S_2-\mathbf S_4).$$

If the diagonal pairs have spins $S_{13}$ and $S_{24}$ and the total spin is $S$, the first operator equals

$$\tfrac12[S(S+1)-S_{13}(S_{13}+1)-S_{24}(S_{24}+1)].$$

The ground state $|g\rangle$ has $S_{13}=S_{24}=1$, $S=0$ and value $-2$. The state $|f\rangle$ with singlets on both diagonals has value 0.

The component $(\mathbf S_1-\mathbf S_3)^a$ turns the pair singlet into a triplet state $|t_a\rangle$. Its squared norm is $1/4+1/4-2(-1/4)=1$, and the three states are orthogonal. Therefore $(X-Y)|f\rangle=\sum_a|t_a\rangle_{13}|t_a\rangle_{24}$ has norm $\sqrt3$. It is a total singlet made from two triplets, so it is $\sqrt3|g\rangle$ up to a phase. Thus

$$E_f-E_g=2J,\qquad \left|\langle f|\tfrac12(X-Y)|g\rangle\right|=\frac{\sqrt3}{2}.$$

## Numerical example

The model parameters are $U=4$ eV, $t=0.05$ eV and $w_{\rm in}=3.5$ eV, so $t/(U-w_{\rm in})=0.1$. The derived scales are

$$J=\frac{4(0.05)^2}{4}\ {\rm eV}=2.5\ {\rm meV},\qquad C_{\rm res}=\frac{4(0.05)^2}{0.5}\ {\rm eV}=20\ {\rm meV}.$$

Equation (5) gives $C/C_{\rm res}=2(3.5)^2/(4\times7.5)=0.817$, hence $C=16.33$ meV. In the spin model the plaquette line lies at $2J=5$ meV (4.99 meV in the Hubbard plaquette itself). Its amplitude, $\sqrt3/2$ times the prefactor, is 14.15 meV with the complete prefactor and 17.32 meV with the resonant one.

An independent reference comes from exact eigenstates of the Hubbard cluster, inserted in the full second-order light-scattering amplitude

$$M_f=\langle f|W|g\rangle+\sum_n\left[\frac{\langle f|V_{\rm out}|n\rangle\langle n|V_{\rm in}|g\rangle}{E_g+w_{\rm in}-E_n}+\frac{\langle f|V_{\rm in}|n\rangle\langle n|V_{\rm out}|g\rangle}{E_g-w_{\rm out}-E_n}\right].$$

It treats hopping without expansion, but remains second order in the light field and is restricted to the small cluster. It gives 13.97 meV. The complete prefactor overestimates this by about 1.3%, the resonant one by 24%. Relative to the complete formula, the deviation shrinks from $-0.00202$ at $t=0.02$ eV to $-0.00051$ at $t=0.01$ eV. The factor of about four is the expected $t^2$ scaling: reversing the sign of the electron operators on one sublattice maps $t$ to $-t$ without changing the spins, so odd orders are absent.

Far from resonance the distinction is larger. At $w_{\rm in}=1$ eV, (5) gives 0.1, so (1) is ten times too large. At this photon energy and $t=0.01$ eV, the exact-state amplitude agrees with the complete prefactor to about 0.03%.

An open $3\times2$ cluster tests the A1g selection rule without help from fourfold symmetry. There the labels denote only the half-sum and half-difference of the $xx$ and $yy$ responses. Amplitudes are combined as the root of the summed squares over inelastic spin-like final states. At $t=0.05$ eV they are 0.85 meV for A1g and 15.65 meV for B1g. Between $t=0.01$ and $0.02$ eV the fitted powers of $t$ are 4.009 and 2.000. The A1g signal is therefore small but nonzero in the Hubbard model, and starts at order $t^4$ in this cluster.

## Use and limits of the selection rule

For a spin calculation, build $X$ and $Y$ with each bond once, multiply by $C$ from (2), and form the required half-sum or half-difference. The dropped constants affect elastic scattering only. The recipe is quantitative only deep in the strong-coupling regime; the example above has $U/t=80$. For $U=4$ eV and $w_{\rm in}=1$ eV, the exact plaquette B1g amplitude is 0.88 of the value from (2) at $U/t=20$ and 0.62 at $U/t=10$, where the line also falls to $0.87\times2J$. On the $3\times2$ cluster the ratio of A1g to B1g amplitude grows to 0.10 and 0.39 at these two values. For Mott insulators with $U/t$ near 10, both the prefactor and the A1g selection rule are therefore only qualitative.

The A1g cancellation requires the Raman operator to have the same relative bond weights as the Hamiltonian. If the exchange is $J_xX+J_yY$ while the Raman operator stays proportional to $X+Y$, the commutator is $(J_x-J_y)[X,Y]$. Unequal couplings alone are not decisive, however. If they come from hoppings $t_x\ne t_y$ with equal spacings and one $U$, both operators are proportional to $t_x^2X+t_y^2Y$, and they still commute.

Exchange across the diagonals of the squares, added to $H_J$ alone, generally breaks the rule; on the $3\times2$ cluster its commutator with $X+Y$ has normalized norm 0.61. The single plaquette is an exception, since its diagonal exchange depends only on $S_{13}$ and $S_{24}$, which $X+Y$ conserves. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
Repulsion U = 4.00 eV
Hopping t = 0.050 eV
Incoming photon energy w = 3.50 eV
Detuning U - w = 0.50 eV
t/(U - w) = 0.100 (dimensionless)
Exchange J = 2.500 meV
Resonant prefactor 4t^2/(U-w) = 20.000 meV
Complete order-t^2 prefactor C = 16.333 meV
Ratio complete/resonant = 0.8167 (dimensionless)
2x2 plaquette:
Norm of [H_J,R_A1g]/(J C_res) = 1.4e-16
Norm of [H_J,R_B1g]/(J C_res) = 0.6124
Number of corners = 4
Spin ground energy of X+Y = -2.0000 (units of J)
B1g Raman shift = 2.0000 J = 5.000 meV
B1g element of (X-Y)/2 = 0.8660 (dimensionless)
B1g amplitude, resonant prefactor = 17.321 meV
B1g amplitude, complete prefactor = 14.145 meV
B1g amplitude, exact Hubbard states = 13.968 meV
Exact/complete - 1 at t=0.05 eV = -0.0125
Exact/complete - 1 at t=0.02 eV = -0.00202
Exact/complete - 1 at t=0.01 eV = -0.00051
Exact/complete at w=1 eV, t=0.01 eV = 0.99968
Complete/resonant at w=1 eV = 0.1000
3x2 cluster, exact Hubbard states:
Inelastic A1g amplitude at t=0.05 eV = 0.8487 meV
Inelastic B1g amplitude at t=0.05 eV = 15.6468 meV
Inelastic A1g amplitude at t=0.01 eV = 1.287e-03 meV
Inelastic B1g amplitude at t=0.01 eV = 6.246e-01 meV
Power of t between 0.01 and 0.02 eV, A1g = 4.009
Power of t between 0.01 and 0.02 eV, B1g = 2.000
B1g exact/complete at t=0.01 eV = 1.00002
Norm of [diagonal exchange, X+Y] = 0.6124 (dimensionless)
Norm of [1.2X+Y, X+Y] = 0.1732 (dimensionless)
```
